# Electro-optic overlap in an x-cut lithium niobate film by finite differences

## Definitions and conventions

The cross-section of the device has a horizontal coordinate $x$ and a vertical coordinate $y$. The lithium niobate film occupies $-d<y<0$. Its crystal $z$ axis points along $x$, its crystal $x$ axis along $y$, and light travels along crystal $y$, out of the section. The relative permittivities along the two directions are $\varepsilon_h$ and $\varepsilon_v$; in the film $\varepsilon_h=\varepsilon_{33}$ and $\varepsilon_v=\varepsilon_{11}$.

Two thin, perfectly conducting electrodes lie on the surface $y=0$. The one at $x\le -a$ has potential $+V/2$, the one at $x\ge a$ has $-V/2$, and the gap is $G=2a$. With $E_x=-\partial_x\phi$, the field in the gap is positive. The materials are lossless, nothing varies along the guide, and the modulating wave is long compared with the gap. Then $\nabla\times\mathbf E=0$, and Gauss's law without free charge gives

$$\partial_x(\varepsilon_h\partial_x\phi)+\partial_y(\varepsilon_v\partial_y\phi)=0. \tag{1}$$

A common factor in the permittivities drops out, so relative values suffice in any unit system. Reflection $x\to-x$ exchanges the electrode potentials, so $\phi$ is odd in $x$. Half the section is enough, with $\phi(0,y)=0$.

The optical mode is modelled by the intensity

$$I=\exp\!\left[-\frac{2x^2}{w_x^2}-\frac{2(y+d/2)^2}{w_y^2}\right],\qquad
\Gamma=\frac{G}{V}\,\frac{\int_{\rm film}E_xI\,dA}{\int_{\rm all}I\,dA}. \tag{2}$$

A uniform film field $V/G$ would make $\Gamma$ equal to the fraction of the intensity inside the film.

## From overlap to voltage

For light polarized along $x$, the linear Pockels effect changes $1/n_e^2$ by $r_{33}E_x$. Since $\delta(n^{-2})=-2n^{-3}\delta n$,

$$\delta n=-\tfrac12 n_e^3r_{33}E_x .$$

In the scalar approximation the mode $\psi$ obeys $\nabla^2\psi+k_0^2n^2\psi=k_0^2n_{\rm eff}^2\psi$, with $k_0=2\pi/\lambda$. Perturb this equation, multiply by $\psi$ and integrate. The terms containing $\delta\psi$ cancel after integration by parts, leaving

$$2n_{\rm eff}\,\delta n_{\rm eff}=\frac{\int 2n\,\delta n\,\psi^2dA}{\int\psi^2dA}
\quad\Rightarrow\quad
\delta n_{\rm eff}=-\frac{n_e}{n_{\rm eff}}\,\frac{n_e^3r_{33}}{2}\,\frac{V\Gamma}{G}.$$

Here $n=n_e$ wherever $\delta n\ne0$, and $I=\psi^2$. A phase shift of magnitude $\pi$ requires $k_0L|\delta n_{\rm eff}|=\pi$, so one phase shifter has

$$V_\pi L=\frac{\lambda G\,n_{\rm eff}}{n_e^4r_{33}\Gamma}. \tag{3}$$

An ideal push-pull pair needs half this value.

## What goes wrong with the naive scheme

A first attempt replaces (1) at each node by $\varepsilon_h\phi_{xx}+\varepsilon_v\phi_{yy}=0$ and uses central differences. But

$$\partial_y(\varepsilon_v\partial_y\phi)=\varepsilon_v\phi_{yy}+(\partial_y\varepsilon_v)\,\phi_y ,$$

and the omitted term is concentrated at the material interfaces.

A plate capacitor filled with two layers of equal thickness shows the damage. The naive equation reads $\phi_{j+1}-2\phi_j+\phi_{j-1}=0$ at every node, whatever permittivity is assigned to the interface. Its solution is a straight line, with half the voltage across each layer. In truth $\varepsilon_vE_y$ is continuous. With $\varepsilon_v=44$ in one layer and 3.9 in the other, the first layer takes $3.9/(44+3.9)=8\,\%$ of the voltage. A finer mesh leaves the error unchanged, because the scheme solves a different problem.

## A scheme that conserves flux

The cure is to discretize Gauss's law itself. Mesh lines are placed on all interfaces, so that each cell has one pair of permittivities. Around each node a box is drawn through the midpoints of its links. A horizontal link of length $\Delta x$ crosses a vertical box face, which covers half the height of each adjoining cell. The flux through that face is $g$ times the potential difference, with

$$g=\frac{1}{\Delta x}\left(\varepsilon_h^-\frac{\Delta y^-}{2}+\varepsilon_h^+\frac{\Delta y^+}{2}\right). \tag{4}$$

The signs $\pm$ denote the cells above and below the link. A vertical link follows by exchanging $x$ with $y$ and $h$ with $v$. Zero net flux at node $P$ means

$$\sum_Q g_{PQ}(\phi_P-\phi_Q)=0. \tag{5}$$

In the capacitor, (5) equates the fluxes $\varepsilon_v\Delta\phi/\Delta y$ on the two sides of the interface, as required. At an outer wall the outward link is absent, which imposes zero normal flux.

Let $A$ be the matrix of (5), and let $F$ and $D$ denote free nodes and nodes of known potential. Moving known values to the right gives

$$A_{FF}\phi_F=-A_{FD}\phi_D .$$

Each link has the same $g$ in both of its rows, so $A$ is symmetric. Moreover $\phi^TA\phi=\sum_{\rm links}g(\Delta\phi)^2$, which vanishes for a constant potential alone. The fixed nodes exclude that constant, so the system has one solution. A sparse direct factorization finds it.

The overlap needs similar care. The Gaussian is integrated over each cell, not sampled. Since

$$\sqrt{\frac2\pi}\frac1{w_x}\int_0^x e^{-2u^2/w_x^2}du=\frac12\,{\rm erf}\frac{\sqrt2\,x}{w_x},$$

the cell between $x_i$ and $x_{i+1}$ carries the weight ${\rm erf}(\sqrt2x_{i+1}/w_x)-{\rm erf}(\sqrt2x_i/w_x)$; the factor 2 for the omitted half is included. The vertical weight is half the analogous difference. The cell field is the mean of $-\Delta\phi/\Delta x$ on its upper and lower links. Links on an interface may be used because the tangential field $E_x$ is continuous there.

## Layers solved by harmonics

An independent solution comes from separating variables. Let $s=-y$ be the depth and $\phi=\sin(kx)F(s)$. In each layer

$$\varepsilon_vF''=\varepsilon_hk^2F,\qquad \kappa=k\sqrt{\varepsilon_h/\varepsilon_v}.$$

Define the admittance $Y=-\varepsilon_vF'/F$ and $Y_c=\varepsilon_v\kappa=k\sqrt{\varepsilon_h\varepsilon_v}$. With $F=A\cosh\kappa s+B\sinh\kappa s$, the top of the layer has $Y=-Y_cB/A$. At its bottom, $s=t$, with $\tau=\tanh\kappa t$,

$$Y_L=-Y_c\frac{\tau+B/A}{1+\tau B/A}=Y_c\frac{Y-Y_c\tau}{Y_c-Y\tau}
\quad\Rightarrow\quad
Y=Y_c\frac{Y_L+Y_c\tau}{Y_c+Y_L\tau}. \tag{6}$$

Continuity of $F$ and $\varepsilon_vF'$ carries $Y$ across interfaces, and $Y=0$ at an outer wall. Starting there, (6) gives the whole stack and hence $F$ in the film.

This provides a smooth test of the mesh scheme. The surface potential was set to $\sin(kx)$ with amplitude 1 V and $k=1.5\pi/(5000\ {\rm nm})$. Below it lay 400 nm of film, 2000 nm of oxide and 2000 nm of silicon, with the permittivities of the example below. The root-mean-square error in the film was $2.99\times10^{-5}$ V at mesh step $h=100$ nm and $0.71\times10^{-5}$ V at 50 nm. The order, $\log_2(2.99/0.71)$, is about 2.07. The interfaces do not spoil second-order convergence.

## The electrode edge lowers the order

At the electrode edge the potential is not smooth. Scale $y$ by $\sqrt{\varepsilon_h/\varepsilon_v}$ separately above and below the surface; both sides then obey the ordinary Laplace equation. Near the edge a solution symmetric about $y=0$ differs from the metal potential by an amount proportional to ${\rm Re}\sqrt{\zeta}$, where $\zeta$ is the scaled complex distance from the edge into the gap. It has no normal flux in the gap and vanishes on the metal, so it satisfies both sides together. The field therefore diverges as the inverse square root of distance.

Close to the edge, $h$ is the sole length in the discrete problem. Far from the edge on the scale of $h$, the discrete solution should approach ${\rm Re}\sqrt\zeta$ plus the next permitted solution, which decays:

$$\phi_h-\phi_{\rm metal}\propto{\rm Re}\left[\zeta^{1/2}+\tfrac12\alpha' h\,\zeta^{-1/2}\right]\approx{\rm Re}\sqrt{\zeta+\alpha' h}.$$

This is the solution for an edge displaced by a fixed fraction of the step. Let $\alpha h$ be the displacement of the metal into the gap, so $\alpha=-\alpha'$ because $\zeta$ is then measured from a nearer edge. With the prefactor $G$ in (2) held fixed,

$$\Gamma_h\simeq\Gamma-\alpha h\,\frac{\partial\Gamma}{\partial a}. \tag{7}$$

The argument predicts first order but not $\alpha$, and it assumes the stated far form. It can be tested: one $\alpha$ must explain the errors of different quantities.

If $\Gamma_h=\Gamma+c_1h+c_2h^2+\dots$, the linear term is removed by

$$2\Gamma_{h/2}-\Gamma_h=\Gamma-\tfrac12c_2h^2+\dots \tag{8}$$

## The electrodes solved without a mesh

To measure the error, the electrode problem is also solved with the harmonics. The surface field is zero on the metal and has known edge singularities, so in the gap

$$E_x(x,0)=\sum_{n=0}^{N}c_n\frac{T_{2n}(x/a)}{\sqrt{a^2-x^2}},$$

where $T_{2n}$ are Chebyshev polynomials. With $x=a\cos\theta$, $T_{2n}=\cos2n\theta$, and

$$\int_{-a}^{a}E_xdx=\pi c_0=V,\qquad
\int_{-a}^{a}\frac{T_{2n}(x/a)\cos kx}{\sqrt{a^2-x^2}}dx=\pi(-1)^nJ_{2n}(ka).$$

In a box of half-width $W$, the conditions at $x=0$ and $x=W$ select $k_m=(m+\frac12)\pi/W$. The surface field is $\sum_me_m\cos k_mx$, with

$$e_m=\frac{\pi}{W}\sum_n(-1)^nc_nJ_{2n}(k_ma).$$

The potential harmonics are $-e_m/k_m$. The surface charge harmonics follow on multiplication by $Y_{\rm tot}$, the sum of the admittances upward and downward. This charge must vanish in the gap. Multiply it by functions $u_j$ that vanish at $x=\pm a$ and have $u_j'=T_{2j}(x/a)/\sqrt{a^2-x^2}$, $j\ge1$. Integration by parts gives $\int u_j\sin kx\,dx=(\pi/k)(-1)^jJ_{2j}(ka)$, hence

$$\sum_m\frac{Y_{\rm tot}(k_m)}{k_m^2}J_{2j}(k_ma)\sum_n(-1)^nc_nJ_{2n}(k_ma)=0,\quad j=1,\dots,N. \tag{9}$$

These $N$ linear equations determine $c_1,\dots,c_N$. The Gaussian average of $\cos kx$ is $e^{-k^2w_x^2/8}$, so

$$\Gamma=\frac GV\sum_me_me^{-k_m^2w_x^2/8}\int_0^dF_m(s)\,p(s)\,ds,$$

where $p$ is the normalized vertical intensity and $F_m(0)=1$. I used $N=14$ and 20 000 harmonics, with the remainder of the sum in (9) estimated from the large-argument form of the Bessel functions. Going to $N=18$ and 40 000 harmonics changed $\Gamma$ by less than $10^{-5}\,\%$.

## Two limits

If the film material fills the entire lower half-space, the scaling used at the edge applies everywhere. With $\eta=s\sqrt{\varepsilon_h/\varepsilon_v}$,

$$\phi=-\frac V\pi{\rm Re}\arcsin\frac{x+i\eta}{a},\qquad
E_x=\frac V\pi{\rm Re}\frac1{\sqrt{a^2-(x+i\eta)^2}}. \tag{10}$$

The real part of the arcsine is $\pm\pi/2$ on the metal, and no flux crosses the gap surface. For the example's gap and mode, integrating (10) over the top 400 nm gives $\Gamma=0.506$. The harmonic solution in a very wide box agrees to the five decimals compared.

The opposite limit is a thin film that retains all its flux. Then $\partial_x(\varepsilon_hd\,E_x)=0$, the gap field is $V/G$, and $\Gamma$ equals the film fraction. For variations over a length $a$, this requires $\varepsilon_hd/a$ to be much larger than the sum of the permittivities outside. It also requires $d\ll a$, because the field reaches under the metal by a fraction of $d$, which widens the effective gap. At the example's thickness, even a film that retained all its flux would have $\Gamma\approx0.74$, below the film fraction of 0.78. In the example $28\times400/2500=4.5$, against $2\times3.9=7.8$ for oxide on both sides. Neither limit applies, and a numerical solution is needed.

## Worked example

The parameters have the scale of a nitride-loaded film modulator; the material values are rough.

- Geometry: $d=400$ nm, $G=5000$ nm, 2000 nm of buried oxide on silicon, and oxide above.
- Permittivities: 28 and 44 in the film, 3.9 in oxide, 11.7 in silicon.
- Optics: $\lambda=1550$ nm, $n_e=2.138$, oxide index $n_c=1.444$, $r_{33}=31$ pm/V.

The lateral waist $w_x=1000$ nm is chosen. The vertical waist follows from a variational estimate for the bare slab. For $\psi=e^{-u^2/w^2}$, with $u$ measured from mid-film, $\psi'^2=(4u^2/w^4)\psi^2$ and $\langle u^2\rangle=w^2/4$, so

$$n_{\rm eff}^2\ge n_c^2+(n_e^2-n_c^2)\,{\rm erf}\frac d{\sqrt2w}-\frac1{(k_0w)^2}.$$

Maximizing the right side numerically gives $w_y=326$ nm, an index of 1.858 and a film fraction of 0.780. Solving the slab's mode-matching equation gives $n_{\rm eff}=1.8655$, which is used below; the slab mode's film fraction is 0.776.

The box extends to $x=20\,000$ nm, 12 000 nm above the film and 10 000 nm into silicon. Cells are squares of side $h$ around the gap and grow away from it. Each refinement halves every cell. Errors are relative to the harmonic solution in the same box, $\Gamma=0.62906$.

| $h$ (nm) | $\Gamma_h$ | error |
|---|---|---|
| 100 | 0.63775 | +1.38 % |
| 50 | 0.63347 | +0.70 % |
| 25 | 0.63128 | +0.35 % |
| 12.5 | 0.63017 | +0.18 % |

The last three meshes give an order of 0.98. The last refinement moves $\Gamma$ by $-0.18\,\%$, about the size of the error that remains, as first order implies. Extrapolation by (8) gives $2\times0.63017-0.63128=0.62906$, in agreement with the harmonic result.

The edge argument was tested with $c_1$ extracted from the two finest meshes and the derivative in (7) from harmonic solutions with $a$ changed by $\pm20$ nm. The errors of $\Gamma$ give $\alpha=0.323$. So do those of $E_x$ at mid-depth, 500 nm from the edge. This value belongs to the present permittivities and square cells. The metal reaches about a third of a cell too far into the gap, which is why $\Gamma_h$ is too large.

Equation (3) now gives

$$V_\pi L=\frac{(1.55\times10^{-6})(5\times10^{-6})(1.8655)}{(2.138)^4(31\times10^{-12})(0.629)}\ {\rm V\,m}=3.55\ {\rm V\,cm},$$

or 1.77 V cm in push-pull. The perturbation formula was tested separately with a uniform film field. Setting $\Gamma$ to the slab's film fraction and solving the slab again with the changed index gave a phase of $0.9999\pi$ at the predicted voltage.

## What the model leaves out

Each change below is made with everything else fixed, and the percentages refer to $\Gamma$.

- Electrodes 800 nm thick: $+5.4\,\%$ on the 25 nm mesh, rising to about $+5.6\,\%$ when the mesh is refined at the edges.
- Conducting instead of dielectric silicon: $-5.0\,\%$.
- Rough low-frequency film permittivities, 29 and 85: $+2.2\,\%$.
- Ignoring anisotropy, with 28 in both directions: $-1.7\,\%$.
- Lateral waist of 1300 nm: $+1.1\,\%$.
- True slab profile in the vertical direction: $-0.6\,\%$.
- Box doubled in size: $-0.2\,\%$. This is not yet converged; the shift approaches $-0.3\,\%$ for much larger boxes.

The box shift is somewhat larger than the finest mesh error, and all the other shifts are larger still. Further mesh refinement would therefore do little for the device prediction.

The flat film has no lateral optical confinement of its own. A silicon nitride strip 1200 nm wide and 200 nm high, with permittivity 7.5 and index 2.0, would supply it. Electrically it lowers $\Gamma$ by 2.0 %. Optically it draws light upward: a slab with nitride on top has index 1.936 and film fraction 0.691. If the whole mode resembled that slab and $\Gamma$ scaled with film fraction, $V_\pi L$ would rise by the factor $(1.9362/1.8655)(0.7758/0.6913)\approx1.16$. This overstates the shift, because part of the guided mode lies beside the strip. A scalar two-dimensional mode of this strip has index 1.904 and film fraction 0.714, and raises $V_\pi L$ by a factor of about 1.13 with the electrical change included, or about 1.07 if the electrodes are also 800 nm thick. The strip remains the largest single correction found here.

Real thin-film modulators have gaps of several micrometres and push-pull values of roughly 2 V cm, so the example lies in the practical range. They use a loading strip or an etched rib and thick metal, which the base model omits. The estimates above suggest trusting its $V_\pi L$ to perhaps 10–20 %, not to the digits of the mesh study.

For a 1 cm device, $V_\pi=3.55$ V and the mean film field weighted by the mode is 0.0057 MV/cm. At 10 nm from the edge, equation (10) gives 0.05 MV/cm for a film filling the half-space; in the layered device the field there is lower, about 0.03 MV/cm. Both values are far below the roughly 10 MV/cm at which good oxide breaks down. The film sets a tighter limit: congruent lithium niobate reverses its polarization at about 0.2 MV/cm, only several times the field 10 nm from the edge. The ideal edge field diverges, so a study of either limit needs the real edge radius. At mid-film, directly below the metal edge, the Gaussian intensity is $4\times10^{-6}$ of its peak, but a guided mode has an exponential tail, so this number does not predict metal absorption. For the scalar mode guided by the nitride strip the ratio at that point is about $10^{-3}$.

At 50 GHz the wavelength in bulk material of permittivity 44 is 0.90 mm. No material in the section has a permittivity below 3.9, so the wavelength on the line lies between this value and 3.0 mm. That is long compared with the gap, which supports (1), but shorter than 1 cm. At such frequencies (3) must be supplemented by velocity matching and microwave loss along the line.

All numerical values are calculated from the stated model.
